# Uncompensated resistance on the axis of an equipotential disk electrode: verification in Python

```python
"""Uncompensated resistance on the axis of an equipotential disk electrode.

Result under test: R_u(z) = arctan(z/a)/(2 pi kappa a), remote value
1/(4 kappa a), half of the remote value at z = a.
a: disk radius; z: probe height; kappa: electrolyte conductivity.
R_u is the ohmic drop from the disk surface to the probe over total current.
The disk is flush in an insulating plane. The numerical road finds an unknown
current density on concentric rings from the condition on the disk surface.
In the ring solver, lengths are in a and conductivity is 1.
"""
import numpy as np
import sympy as sp
from scipy.constants import R as gas_constant, physical_constants
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq
from scipy.special import ellipe, ellipk

faraday = physical_constants["Faraday constant"][0]


def uniform_disk_potential(r, radius):
    """In-plane potential of a disk of unit current density."""
    r, radius = np.broadcast_arrays(np.asarray(r, float),
                                    np.asarray(radius, float))
    large = np.maximum(r, radius)
    m = (np.minimum(r, radius) / large) ** 2
    inside = ellipe(m)
    outside = ellipe(m) - (1 - m) * ellipk(m)
    return 2 * large / np.pi * np.where(r < radius, inside, outside)


def make_rings(count):
    t = np.linspace(0, 1, count + 1)
    edges = 1 - (1 - t) ** 3
    middle = (edges[1:] + edges[:-1]) / 2
    disks = uniform_disk_potential(middle[:, None], edges[None, :])
    return edges, middle, np.diff(disks, axis=1), np.diff(edges ** 2)


def axis_potential(z, density, edges):
    return density @ np.diff(np.sqrt(z * z + edges ** 2))


def half_distance(density, edges):
    surface = axis_potential(0.0, density, edges)
    return brentq(lambda z: axis_potential(z, density, edges) - surface / 2,
                  0.01, 10)


def tafel_density(wagner, matrix, weights):
    """Density over its average when potential + wagner*ln(density) is flat."""
    n = len(weights)
    y = np.zeros(n)
    level = np.mean(matrix @ np.ones(n))
    for _ in range(100):
        density = np.exp(y)
        residual = np.r_[matrix @ density + wagner * y - level,
                         weights @ density - 1]
        if np.max(np.abs(residual)) < 1e-10:
            return density
        jac = np.zeros((n + 1, n + 1))
        jac[:n, :n] = matrix * density + wagner * np.eye(n)
        jac[:n, n] = -1
        jac[n, :n] = weights * density
        step = np.linalg.solve(jac, -residual)
        y += np.clip(step[:n], -1, 1)
        level += step[n]
    raise AssertionError("Tafel iteration did not converge")


# The ring kernel against direct quadrature, inside and outside a unit disk.
p = 0.5
inside_direct = quad(lambda q: -p * np.cos(q)
                     + np.sqrt(1 - (p * np.sin(q)) ** 2),
                     0, 2 * np.pi)[0] / (2 * np.pi)
outside_direct = dblquad(
    lambda q, s: s / np.sqrt(s * s + 1.5 ** 2 - 3 * s * np.cos(q)),
    0, 1, 0, 2 * np.pi)[0] / (2 * np.pi)
assert abs(inside_direct - uniform_disk_potential(p, 1)) < 1e-8
assert abs(outside_direct - uniform_disk_potential(1.5, 1)) < 1e-8

# Equipotential disk: solve for density with unit surface potential.
edges, middle, matrix, weights = make_rings(240)
primary = np.linalg.solve(matrix, np.ones(len(middle)))
total_numeric = np.pi * (weights @ primary)
assert abs(total_numeric / 4 - 1) < 2e-3
relative_density = primary / (weights @ primary)
root = np.sqrt(np.maximum(0, 1 - edges ** 2))
expected_density = -np.diff(root) / weights
inner = middle < 0.9
density_error = np.max(np.abs(relative_density[inner]
                              / expected_density[inner] - 1))
assert density_error < 1e-2
heights = np.array([0.1, 0.3, 1.0, 3.0, 10.0])
numeric_ru = np.array([(1 - axis_potential(z, primary, edges))
                       / total_numeric for z in heights])
formula_ru = np.arctan(heights) / (2 * np.pi)
axis_error = np.max(np.abs(numeric_ru - formula_ru)) * 4
assert axis_error < 3e-3
half_numeric = half_distance(primary, edges)
assert abs(half_numeric - 1) < 5e-3

# Slow kinetics must approach uniform density and its own half-distance.
slow = tafel_density(1000, matrix, weights)
half_uniform = half_distance(slow, edges)
assert abs(half_uniform - 0.75) < 2e-3
assert abs(axis_potential(0, slow, edges) - 1) < 2e-3

# Example: centimetres, S/cm, A/cm2; bath values are rough typical values.
a, kappa, average = 1.0, 0.05, 0.020
temperature, transfer = 298.15, 0.5
dome, mask, tip = 15.0, 0.005, 0.05
diffusivity, copper, layer = 6e-6, 6e-4, 0.005
area = np.pi * a * a
current = average * area


def resistance(z):
    return np.arctan(z / a) / (2 * np.pi * kappa * a)


remote = 1 / (4 * kappa * a)
half_height = brentq(lambda z: resistance(z) - remote / 2, 0.01 * a, 10 * a)
ninety_height = brentq(lambda z: resistance(z) - 0.9 * remote, a, 20 * a)

# Finite kinetics for the example, with a coarser mesh as a check.
tafel = gas_constant * temperature / (transfer * faraday)
wagner = kappa * tafel / (a * average)
kinetic = tafel_density(wagner, matrix, weights)
edges2, middle2, matrix2, weights2 = make_rings(120)
kinetic2 = tafel_density(wagner, matrix2, weights2)
kinetic_half = half_distance(kinetic, edges)
assert abs(kinetic_half - half_distance(kinetic2, edges2)) < 4e-3
assert abs(kinetic[-1] / kinetic2[-1] - 1) < 2e-2
kinetic_remote = axis_potential(0, kinetic, edges) / (np.pi * kappa * a)

# Counter dome: variation of the open-space potential over a hemisphere.
ratio = dome / a
rim = primary @ np.diff(uniform_disk_potential(ratio, edges))
top = axis_potential(ratio, primary, edges)
dome_spread = (rim - top) / top
assert abs(dome_spread / (1 / (2 * ratio ** 2)) - 1) < 0.03
dome_half = a * np.tan(np.arctan(ratio) / 2)
dome_half_numeric = brentq(
    lambda z: 1 - axis_potential(z, primary, edges) - (1 - top) / 2, 0.1, 3)
assert abs(dome_half / a - dome_half_numeric) < 5e-3

# An insulating sphere in a uniform field models the probe tip.
r, q, s = sp.symbols("r q s", positive=True)
field = (r + s ** 3 / (2 * r ** 2)) * sp.cos(q)
laplace = (sp.diff(r ** 2 * sp.diff(field, r), r) / r ** 2
           + sp.diff(sp.sin(q) * sp.diff(field, q), q)
           / (r ** 2 * sp.sin(q)))
assert sp.simplify(laplace) == 0
assert sp.simplify(sp.diff(field, r).subs(r, s)) == 0
tip_factor = float(sp.simplify(field.subs(r, s) / (s * sp.cos(q))) - 1)
slope_at_half = 1 / (2 * np.pi * kappa * (a * a + half_height ** 2))
tip_shift = tip_factor * tip * slope_at_half

# Separate estimates for depletion, its layer, and the recessed opening.
limiting = 2 * faraday * diffusivity * copper / layer
depletion = average / limiting
edge_depletion = kinetic[-1] * depletion
layer_resistance = layer / (kappa * area)
layer_change = layer_resistance * depletion
recess_resistance = mask / (kappa * area)

print(f"Disk radius: {10*a:.1f} mm")
print(f"Conductivity (rough): {kappa:.3f} S/cm")
print(f"Average current density: {1000*average:.1f} mA/cm2")
print(f"Disk area: {area:.4f} cm2")
print(f"Total current: {1000*current:.2f} mA")
print(f"Remote uncompensated resistance: {remote:.4f} ohm")
print(f"Remote ohmic drop: {1000*current*remote:.1f} mV")
print(f"Half-value probe height: {10*half_height:.3f} mm")
print(f"Resistance at that height: {resistance(half_height):.4f} ohm")
print(f"Drop there: {1000*current*resistance(half_height):.1f} mV")
print(f"Height for 90 percent: {10*ninety_height:.2f} mm")
for z in (0.1, 0.3, 3.0, 10.0):
    print(f"At {10*z:.0f} mm: R_u {resistance(z):.4f} ohm, "
          f"drop {1000*current*resistance(z):.1f} mV")
print(f"Ring test, total current/(kappa a V): {total_numeric:.5f}")
print(f"Ring test, half-distance/a: {half_numeric:.5f}")
print(f"Ring test, largest density error r<0.9a: {100*density_error:.3f} %")
print(f"Ring test, largest axis error/remote: {100*axis_error:.3f} %")
print(f"Near-uniform current, half-distance/a: {half_uniform:.4f}")
print(f"Temperature: {temperature:.2f} K")
print(f"Transfer coefficient (rough): {transfer:.2f}")
print(f"Tafel coefficient per e-fold: {1000*tafel:.2f} mV")
print(f"Wagner number: {wagner:.4f}")
print(f"With kinetics, centre density/average: {kinetic[0]:.3f}")
print(f"With kinetics, edge density/average: {kinetic[-1]:.2f}")
print(f"With kinetics, centre-to-remote R: {kinetic_remote:.3f} ohm")
print(f"With kinetics, half-value height: {10*a*kinetic_half:.2f} mm")
print(f"Counter dome radius: {10*dome:.0f} mm")
print(f"Resistance to dome height: {resistance(dome):.4f} ohm")
print(f"Half-height relative to dome value: {10*dome_half:.2f} mm")
print(f"Open-space potential spread on dome: {100*dome_spread:.3f} %")
print(f"Copper diffusivity (rough): {diffusivity:.1e} cm2/s")
print(f"Copper concentration (rough): {1000*copper:.2f} mol/L")
print(f"Diffusion layer (rough): {1e4*layer:.0f} um")
print(f"Limiting current density: {1000*limiting:.1f} mA/cm2")
print(f"Average surface depletion: {100*depletion:.1f} %")
print(f"Edge depletion estimate: {100*edge_depletion:.1f} %")
print(f"Diffusion-layer resistance: {layer_resistance:.4f} ohm")
print(f"Its depletion change, estimate: {layer_change:.4f} ohm")
print(f"Mask thickness: {1e4*mask:.0f} um")
print(f"Mask-recess resistance, estimate: {recess_resistance:.4f} ohm")
print(f"Probe tip radius: {10*tip:.2f} mm")
print(f"Probe-tip disturbance at half-height: {tip_shift:.4f} ohm")
print("all assertions hold")
```

Output:

```
Disk radius: 10.0 mm
Conductivity (rough): 0.050 S/cm
Average current density: 20.0 mA/cm2
Disk area: 3.1416 cm2
Total current: 62.83 mA
Remote uncompensated resistance: 5.0000 ohm
Remote ohmic drop: 314.2 mV
Half-value probe height: 10.000 mm
Resistance at that height: 2.5000 ohm
Drop there: 157.1 mV
Height for 90 percent: 63.14 mm
At 1 mm: R_u 0.3173 ohm, drop 19.9 mV
At 3 mm: R_u 0.9277 ohm, drop 58.3 mV
At 30 mm: R_u 3.9758 ohm, drop 249.8 mV
At 100 mm: R_u 4.6827 ohm, drop 294.2 mV
Ring test, total current/(kappa a V): 4.00000
Ring test, half-distance/a: 1.00000
Ring test, largest density error r<0.9a: 0.002 %
Ring test, largest axis error/remote: 0.000 %
Near-uniform current, half-distance/a: 0.7500
Temperature: 298.15 K
Transfer coefficient (rough): 0.50
Tafel coefficient per e-fold: 51.39 mV
Wagner number: 0.1285
With kinetics, centre density/average: 0.656
With kinetics, edge density/average: 2.56
With kinetics, centre-to-remote R: 5.497 ohm
With kinetics, half-value height: 8.95 mm
Counter dome radius: 150 mm
Resistance to dome height: 4.7881 ohm
Half-height relative to dome value: 9.36 mm
Open-space potential spread on dome: 0.222 %
Copper diffusivity (rough): 6.0e-06 cm2/s
Copper concentration (rough): 0.60 mol/L
Diffusion layer (rough): 50 um
Limiting current density: 138.9 mA/cm2
Average surface depletion: 14.4 %
Edge depletion estimate: 36.9 %
Diffusion-layer resistance: 0.0318 ohm
Its depletion change, estimate: 0.0046 ohm
Mask thickness: 50 um
Mask-recess resistance, estimate: 0.0318 ohm
Probe tip radius: 0.50 mm
Probe-tip disturbance at half-height: 0.0398 ohm
all assertions hold
```
